# Why a hundredfold capacitor area cuts Weibull lifetime tenfold at slope two: a program that tests the result

```python
# Result under test: for a Weibull failure law F(t) = 1 - exp(-(t/eta)^beta)
# with beta = 2, a capacitor of 100 times the area, failing at its first
# breakdown, has one tenth of the lifetime at every fixed failure fraction F.
# eta: scale time of the small capacitor; H = -ln(1-F): cumulative hazard.
# Weakest link: survival of the large capacitor = product over its 100 parts.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm

beta, area_ratio, eta = 2.0, 100, 1000.0
area_small_cm2 = 1e-8
area_large_cm2 = area_ratio * area_small_cm2
thickness_nm, voltage, temperature = 2.5, 3.5, 398.0


def lifetime(survival, fraction):
    """Time at which the given fraction has failed, by root search."""
    root = brentq(lambda x: survival(np.exp(x)) - (1 - fraction),
                  np.log(1e-4), np.log(1e5), xtol=1e-13)
    return np.exp(root)


def small_survival(t, slope=beta):
    return np.exp(-(t / eta) ** slope)


def large_survival(t, slope=beta):
    return np.prod(np.full(area_ratio, small_survival(t, slope)))


print(f"areas: {area_small_cm2:.0e} and {area_large_cm2:.0e} cm2")
print(f"oxide {thickness_nm} nm, {voltage} V, {temperature:.0f} K")
print(f"field = {voltage / thickness_nm * 10:.1f} MV/cm")
print(f"slope = {beta:.0f}, small scale time = {eta:.0f} s")
print("F (%), sqrt(H), t_small (s), t_large (s), ratio:")
for F in (1e-4, 0.01, 0.1, 0.5, 1 - np.exp(-1), 0.9):
    t_small, t_large = lifetime(small_survival, F), lifetime(large_survival, F)
    root_hazard = np.sqrt(-np.log(1 - F))
    assert abs(t_small / (eta * root_hazard) - 1) < 1e-8
    assert abs(t_large / (eta / 10 * root_hazard) - 1) < 1e-8
    assert abs(t_small / t_large - 10) < 1e-7
    print(f"  {100*F:.2f}  {root_hazard:.5f}  {t_small:.2f}"
          f"  {t_large:.3f}  {t_small/t_large:.4f}")

# Fixed time instead of fixed fraction
t_fixed = 10.0
F_small, F_large = 1 - small_survival(t_fixed), 1 - large_survival(t_fixed)
assert 99 < F_large / F_small < 100
print(f"at {t_fixed:.0f} s: F_small = {100*F_small:.5f} %,"
      f" F_large = {100*F_large:.4f} %")
print(f"  ratio of failure fractions = {F_large/F_small:.2f}")

# Mean lifetime = integral of the survival
mean_small = quad(small_survival, 0, 10 * eta, points=[eta])[0]
mean_large = quad(large_survival, 0, eta, points=[eta / 10])[0]
assert abs(mean_small / mean_large - 10) < 1e-6
print(f"mean lifetimes: {mean_small:.1f} and {mean_large:.2f} s")

# A lognormal parent law does not give a constant ratio
log_width = 0.6
lognormal_ratios = []
for F in (0.01, 0.5, 0.9):
    t_s = lifetime(lambda t: norm.sf(np.log(t / eta) / log_width), F)
    t_l = lifetime(lambda t: norm.sf(np.log(t / eta) / log_width)
                   ** area_ratio, F)
    lognormal_ratios.append(t_s / t_l)
assert lognormal_ratios[-1] > 1.5 * lognormal_ratios[0]
print(f"lognormal parent, log-width {log_width}: ratio at 1, 50, 90 % =")
print("  " + ", ".join(f"{r:.2f}" for r in lognormal_ratios))

# Percolation simulation: a cell turns defective at time tau*U^(1/a), with U
# uniform; a column fails with its last cell, a capacitor with its first column
rng = np.random.default_rng(7)
cells, growth_exponent, devices = 4, 0.5, 4000


def simulated_lifetimes(columns):
    times = []
    for _ in range(devices // 100):
        u = rng.random((cells, 100, columns), dtype=np.float32)
        first_column = u.max(axis=0).min(axis=1).astype(float)
        times.append(first_column ** (1 / growth_exponent))
    return np.concatenate(times)


columns_small = 100
sim_small = simulated_lifetimes(columns_small)
sim_large = simulated_lifetimes(columns_small * area_ratio)
print(f"simulation: {devices} capacitors of each size, {cells} cells/column")
print(f"  columns: {columns_small} and {columns_small*area_ratio}")
print("  F (%), simulated ratio, standard error:")
for F in (0.1, 0.5, 0.9):
    H = -np.log(1 - F)
    relative_error = np.sqrt(F * (1 - F) / devices) / (beta * H * (1 - F))
    q_small, q_large = np.quantile(sim_small, F), np.quantile(sim_large, F)
    ratio = q_small / q_large
    # four standard errors, plus 1 % for the finite number of columns
    assert abs(ratio / 10 - 1) < 4 * np.sqrt(2) * relative_error + 0.01
    predicted = np.sqrt(H / (columns_small * area_ratio))
    assert abs(q_large / predicted - 1) < 4 * relative_error + 0.001
    print(f"  {100*F:.0f}  {ratio:.2f}  {ratio*np.sqrt(2)*relative_error:.2f}")

# Finite number of columns in the example's small capacitor
cell_nm = thickness_nm / cells
columns_real = area_small_cm2 * 1e14 / cell_nm ** 2
H90 = -np.log(0.1)
t_exact = np.sqrt(-np.expm1(-H90 / columns_real))
column_shift = 1 - t_exact / np.sqrt(H90 / columns_real)
assert abs(column_shift / (H90 / (4 * columns_real)) - 1) < 1e-3
print(f"example: cell {cell_nm:.3f} nm, {columns_real:.2e} columns (small)")
print(f"  finite-column shift of t_small at 90 % = {column_shift:.1e}")

# Uncertainty of the slope
print("area factor for other slopes:")
for slope in (1.0, 1.8, 2.2):
    factor = (lifetime(lambda t: small_survival(t, slope), 0.5)
              / lifetime(lambda t: large_survival(t, slope), 0.5))
    assert abs(factor / area_ratio ** (1 / slope) - 1) < 1e-8
    print(f"  slope {slope}: {factor:.2f}")

# Thickness variation: normal spread of ln(eta), averaged by Gauss-Hermite
thickness_sd_nm, nm_per_decade = 0.02, 0.2
log_eta_sd = thickness_sd_nm * np.log(10) / nm_per_decade
nodes, weights = np.polynomial.hermite.hermgauss(40)
hazard_factor = np.exp(-beta * log_eta_sd * np.sqrt(2) * nodes)
weights = weights / np.sqrt(np.pi)


def mixed_survival(t, parts=1):
    return np.sum(weights * np.exp(-parts * hazard_factor * (t / eta) ** beta))


print(f"thickness sd {thickness_sd_nm} nm, {nm_per_decade} nm per decade")
print(f"  sd of ln(eta) = {log_eta_sd:.3f}")
print("  F (%), ratio if common to capacitor, if independent by part:")
for F in (0.01, 0.5, 0.9):
    t_s = lifetime(mixed_survival, F)
    common = t_s / lifetime(lambda t: mixed_survival(t, area_ratio), F)
    local = t_s / lifetime(lambda t: mixed_survival(t) ** area_ratio, F)
    assert abs(common - 10) < 1e-6
    print(f"  {100*F:.0f}  {common:.3f}  {local:.3f}")

# Tunnelling current: zero-temperature supply integral with WKB transmission;
# depth is the energy below the Fermi level of the injecting electrode, in eV
barrier_eV, mass_ratio = 3.1, 0.42
e, hbar, m0 = const.e, const.hbar, const.m_e
field = voltage / (thickness_nm * 1e-9)


def transmission(depth):
    height = barrier_eV + depth
    end = min(height / field, thickness_nm * 1e-9)
    # integrate over the scaled distance to keep the numbers of order one
    action = quad(lambda s: np.sqrt(max(height - field * end * s, 0.0)),
                  0, 1)[0]
    return np.exp(-2 * end * np.sqrt(2 * mass_ratio * m0 * e) / hbar * action)


scale = transmission(0.0)
supply = quad(lambda d: d * transmission(d) / scale, 0, 2, epsrel=1e-6)[0]
current = e * m0 / (2 * np.pi**2 * hbar**3) * e**2 * supply * scale
phi = barrier_eV * e
fowler_nordheim = (e**3 * field**2 / (8 * np.pi * const.h * phi * mass_ratio)
                   * np.exp(-4 * np.sqrt(2 * mass_ratio * m0) * phi**1.5
                            / (3 * hbar * e * field)))
# the closed formula linearises the exponent in depth: a few per cent
assert abs(current / fowler_nordheim - 1) < 0.10
current_cm2 = current * 1e-4
print(f"barrier {barrier_eV} eV, mass {mass_ratio} m_e")
print(f"  current density = {current_cm2:.2f} A/cm2 (supply integral)")
print(f"  Fowler-Nordheim = {fowler_nordheim*1e-4:.2f} A/cm2")

# Voltage lost in the series resistance of the large capacitor
resistance, voltage_exponent = 100.0, 40
drop = current_cm2 * area_large_cm2 * resistance
life_gain = (1 - drop / voltage) ** (-voltage_exponent) - 1
print(f"series {resistance:.0f} ohm, life ~ V^-{voltage_exponent}")
print(f"  drop = {1e3*drop:.3f} mV, t_large longer by {100*life_gain:.2f} %")

# Self-heating: peak rise under a disc of equal area on a silicon half-space
conductivity, activation_eV = 100.0, 0.6
heat_flux = current * voltage
side = np.sqrt(area_large_cm2 * 1e-4)
heating = heat_flux * side / np.sqrt(np.pi) / conductivity
grid = (np.arange(400) + 0.5) / 400 - 0.5
distance = side * np.hypot(grid[:, None], grid[None, :])
square_heating = np.sum(heat_flux * (side / 400) ** 2
                        / (2 * np.pi * conductivity * distance))
assert abs(heating / square_heating - 1) < 0.02
kT_eV = const.k * temperature / e
life_loss = 1 - np.exp(activation_eV / kT_eV
                       * (temperature / (temperature + heating) - 1))
print(f"conductivity {conductivity:.0f} W/(m K), activation {activation_eV} eV")
print(f"  heating = {heating:.4f} K, t_large shorter by {100*life_loss:.3f} %")

# Extrinsic defects, each taken to fail at once, at the lowest fraction
defect_density = 1.0
expected_defects = defect_density * area_large_cm2
H_low = -np.log(1 - 1e-4)
extrinsic_loss = 1 - np.sqrt(1 - expected_defects / H_low)
t_with_defects = lifetime(lambda t: large_survival(t)
                          * np.exp(-expected_defects), 1e-4)
assert abs(t_with_defects / lifetime(large_survival, 1e-4)
           - (1 - extrinsic_loss)) < 1e-7
print(f"extrinsic defects {defect_density:.0f} /cm2:"
      f" {expected_defects:.0e} per large capacitor")
print(f"  t_large at 0.01 % shorter by {100*extrinsic_loss:.2f} %")
print("all good")
```

It prints:

```
areas: 1e-08 and 1e-06 cm2
oxide 2.5 nm, 3.5 V, 398 K
field = 14.0 MV/cm
slope = 2, small scale time = 1000 s
F (%), sqrt(H), t_small (s), t_large (s), ratio:
  0.01  0.01000  10.00  1.000  10.0000
  1.00  0.10025  100.25  10.025  10.0000
  10.00  0.32459  324.59  32.459  10.0000
  50.00  0.83255  832.55  83.255  10.0000
  63.21  1.00000  1000.00  100.000  10.0000
  90.00  1.51743  1517.43  151.743  10.0000
at 10 s: F_small = 0.01000 %, F_large = 0.9950 %
  ratio of failure fractions = 99.51
mean lifetimes: 886.2 and 88.62 s
lognormal parent, log-width 0.6: ratio at 1, 50, 90 % =
  2.30, 4.38, 7.16
simulation: 4000 capacitors of each size, 4 cells/column
  columns: 100 and 10000
  F (%), simulated ratio, standard error:
  10  9.70  0.34
  50  9.82  0.16
  90  9.93  0.14
example: cell 0.625 nm, 2.56e+06 columns (small)
  finite-column shift of t_small at 90 % = 2.2e-07
area factor for other slopes:
  slope 1.0: 100.00
  slope 1.8: 12.92
  slope 2.2: 8.11
thickness sd 0.02 nm, 0.2 nm per decade
  sd of ln(eta) = 0.230
  F (%), ratio if common to capacitor, if independent by part:
  1  10.000  10.006
  50  10.000  10.394
  90  10.000  11.252
barrier 3.1 eV, mass 0.42 m_e
  current density = 7.31 A/cm2 (supply integral)
  Fowler-Nordheim = 7.41 A/cm2
series 100 ohm, life ~ V^-40
  drop = 0.731 mV, t_large longer by 0.84 %
conductivity 100 W/(m K), activation 0.6 eV
  heating = 0.0144 K, t_large shorter by 0.063 %
extrinsic defects 1 /cm2: 1e-06 per large capacitor
  t_large at 0.01 % shorter by 0.50 %
all good
```
